# Ignoring the Hall factor in a single-donor neutrality fit

## Question

I am trying to understand what a temperature-dependent Hall measurement says about an n-type layer when the Hall factor $r$ is ignored. I was told that, if $r$ is constant, a single-donor neutrality fit returns both dopant densities divided by $r$, and an ionization energy shifted by $kT\ln r$.

The densities sound plausible, but a fit returns one energy for the whole scan. Which $T$ belongs in $kT\ln r$?

I also tried it on synthetic data. I took $N_D=1.0\times10^{17}$ cm$^{-3}$, $N_A=1.0\times10^{16}$ cm$^{-3}$, $E_D=40$ meV, donor degeneracy $g=2$ and effective mass $0.28\,m_e$. I computed the electron density at 17 equally spaced temperatures from 80 to 400 K and divided it by $r=1.5$. Then I fitted $\ln n_H$ by unweighted least squares with $g$ and the mass held fixed. The result was $N_D=6.04\times10^{16}$ cm$^{-3}$, $N_A=2.7\times10^{15}$ cm$^{-3}$ and 46.1 meV. The acceptor density is nowhere near $N_A/r=6.7\times10^{15}$ cm$^{-3}$. Is my fit wrong, or is the rule wrong?

## Answer

Your fit is a genuine minimum of the misfit, though not the lowest one, as shown below. The rule is correct at each temperature separately, and it can be made correct for a whole scan, but only if the fit is allowed to change the prefactor of the ionization law. You held that prefactor fixed and also required a constant energy.

### The neutrality law

Let the donor level lie $E_D>0$ below the band edge $E_c$, and let $\mu$ be the Fermi level. The neutral donor has $g$ times the statistical weight of the ionized one, so the ionized density is

$$N_D^+=\frac{N_D}{1+g\,e^{(\mu-E_c+E_D)/kT}} .$$

For non-degenerate electrons in one band, $n=N_c\,e^{(\mu-E_c)/kT}$, with $N_c\propto T^{3/2}$. This eliminates the Fermi level:

$$g\,e^{(\mu-E_c+E_D)/kT}=\frac{n}{n_1},\qquad n_1(T)=\frac{N_c(T)}{g}\,e^{-E_D/kT}.$$

The compensating acceptors, with $N_A<N_D$, are all negatively charged, and holes are negligible. Neutrality is then $n+N_A=N_D^+$, or

$$(n+N_A)(n_1+n)=N_D\,n_1 .$$

Moving the terms in $n_1$ to one side gives $n(n+N_A)=n_1(N_D-N_A-n)$, hence

$$\frac{n(n+N_A)}{D-n}=n_1,\qquad D=N_D-N_A. \tag{1}$$

As a quadratic this reads $n^2+(N_A+n_1)n-n_1D=0$. The product of its roots, $-n_1D$, is negative, so there is one positive root. Written without a difference of nearly equal numbers, it is

$$n=\frac{2n_1D}{b+\sqrt{b^2+4n_1D}},\qquad b=N_A+n_1 .$$

### Putting in the Hall factor

The Hall coefficient has magnitude $|R_H|=r/(en)$. Someone who ignores $r$ reports

$$n_H=\frac{1}{e|R_H|}=\frac nr .$$

Substitute $n=rn_H$ in (1) and take a factor $r$ out of each bracket:

$$\frac{rn_H\;r\,(n_H+N_A/r)}{r\,(D/r-n_H)}=n_1 .$$

One factor $r$ cancels. Dividing by the one that remains,

$$\frac{n_H\,(n_H+N_A/r)}{D/r-n_H}=\frac{n_1}{r}. \tag{2}$$

This is the original law with $N_D'=N_D/r$ and $N_A'=N_A/r$. The compensation ratio $N_A/N_D$ is unchanged. What remains is the factor $1/r$ on the right, which can be read in two ways:

$$\frac{n_1}{r}=\frac{N_c}{g}\,e^{-(E_D+kT\ln r)/kT}=\frac{N_c}{rg}\,e^{-E_D/kT}. \tag{3}$$

In the first reading $g$ is kept and the apparent energy is $E_D+kT\ln r$, with $T$ the temperature of that data point. In the second reading the energy is correct and the apparent degeneracy is $rg$. For $r<1$ the logarithm is negative: the densities come out too large and the apparent energy too small.

Here is the first reading at 300 K with your numbers. With $kT=25.85$ meV and $N_c=3.718\times10^{18}$ cm$^{-3}$, $n_1=3.96\times10^{17}$ cm$^{-3}$. The positive root is $n=7.42\times10^{16}$ cm$^{-3}$, so $n_H=4.947\times10^{16}$ cm$^{-3}$. Insert the divided densities, $D/r=6.000\times10^{16}$ and $N_A/r=0.667\times10^{16}$ cm$^{-3}$, and solve (2) for the energy with $g=2$:

$$E'=25.85\ \text{meV}\times\ln\frac{(1.859\times10^{18})(1.053\times10^{16})}{(4.947\times10^{16})(5.614\times10^{16})}=50.5\ \text{meV}.$$

The shift is 10.5 meV, equal to $kT\ln r$. At 80 K it is 2.8 meV and at 400 K it is 14.0 meV. The apparent energy rises by $k\ln r=0.035$ meV per kelvin, so no constant energy can take its place.

### Could another set of constants fit exactly?

Suppose $n_H(T)$ also obeys a law with constants $a'\ge0$, $d'>0$, and a right-hand side $c\,n_1e^{-\Delta/kT}$. Here $\Delta$ is a constant energy shift and $c>0$ a constant change of prefactor. Write $a=N_A/r$ and $d=D/r$ for the constants in (2). The positive root is an analytic function of $T$ for $T>0$, so if the two laws agree on a temperature interval, they agree at all $T>0$.

In the hot limit both right-hand sides grow without bound, because $N_c\propto T^{3/2}$. Then $n_H\to d$ from one law and $n_H\to d'$ from the other, so $d'=d$. Now divide the second law by (2). The factors $n_H$ and $d-n_H$ cancel:

$$\frac{n_H+a'}{n_H+a}=rc\,e^{-\Delta/kT}. \tag{4}$$

Take $N_A>0$ first. In the cold limit $n_H\to0$ and the left side tends to the finite value $a'/a$.

- If $\Delta<0$, the right side diverges, which is impossible.
- If $\Delta>0$, the right side vanishes, which requires $a'=0$. The left side then behaves as $n_H/a\propto T^{3/2}e^{-E_D/kT}$, whereas the right side has no factor $T^{3/2}$. This is impossible too.

Hence $\Delta=0$, and the left side of (4) must be constant while $n_H$ varies. That requires $a'=a$, and then $c=1/r$.

For $N_A=0$ the left side is $1+a'/n_H$, and $n_H\propto T^{3/4}e^{-E_D/2kT}$ in the cold limit. With $a'>0$ it would contain a factor $T^{-3/4}$ that the right side lacks. So $a'=0$, and again $\Delta=0$ and $c=1/r$.

With a free constant prefactor, the exact solution is therefore unique: both densities divided by $r$, the correct energy, and $g'=rg$. With a fixed prefactor, $c=1$, and an exact fit with constant energy exists only for $r=1$.

Your data show this. With $g$ free, a search started near the true parameters returns $6.667\times10^{16}$ and $6.667\times10^{15}$ cm$^{-3}$, 40.0 meV and $g=3.00$. Letting the energy vary as $E_0+\Gamma T$ with $g=2$ is the same fit in other variables, with $E_0=E_D$ and $\Gamma=k\ln r$.

### What your fixed-prefactor fit did

It found a compromise. At 80 K the divided densities call for 42.8 meV, but the fit chose 46.1 meV. Its $n_1$ is therefore too small there, and a lower $N_A$ makes up for it by leaving more electrons in the band. At 400 K the divided densities call for 54.0 meV, so the fitted $n_1$ is too large. A net density of $5.77\times10^{16}$ instead of $6.00\times10^{16}$ cm$^{-3}$ offsets that.

The compromise is hard to see in the residuals. The root-mean-square misfit of $\ln n_H$ is 0.0095 and the largest is 0.016, or about 1 and 1.6 per cent of $n_H$. A good-looking curve does not certify the acceptor density, which is here 60 per cent below $N_A/r$.

Nor is this the only compromise. A search started from stronger compensation and a smaller energy ends at $N_D=1.83\times10^{17}$ cm$^{-3}$, $N_A=1.22\times10^{17}$ cm$^{-3}$ and 25.3 meV. Its root-mean-square misfit is 0.0085, slightly below that of your fit. Now $N_A$ is 18 times $N_A/r$, and the energy is too low instead of too high. The low energy makes the fitted $n_1$ too large at every temperature of the scan, and the large $N_A$ offsets this by holding the electron density down. It is therefore worth starting the search from several places and comparing the misfits. This applies with $g$ free as well. That misfit has a second local minimum at $N_D=9.8\times10^{16}$ cm$^{-3}$, $N_A=3.6\times10^{16}$ cm$^{-3}$, 29.3 meV and $g=3.7$, with a root-mean-square misfit of 0.0044, and searches from distant starting points often end there.

Freeing $g$ has a price. For independent random errors of 1 per cent at each of the 17 points, the linearized standard errors are 0.013 in $\ln D'$, 0.30 in $\ln N_A'$, 2.1 meV in the energy and 0.12 in $\ln g'$. The net density is well determined and the acceptor density poorly. The linearized values understate the spread of $N_A'$ and of the energy. For 1 per cent errors the second free-$g$ minimum lies only $17\times(0.0044/0.01)^2\approx3.3$ higher in $\chi^2$, although its $N_A'$ is 5.3 times larger and its energy 11 meV lower. In 150 simulated noisy scans, keeping the better of two starts, the standard deviations were about 0.017 in $\ln D'$, 0.7 in $\ln N_A'$, 4 meV in the energy and 0.12 in $\ln g'$, with a long tail towards large $N_A'$ and low energy. The change $\ln r=0.41$ in $\ln g'$ is about 3.5 standard errors.

### A limit in which $N_A$ is not divided at all

Let compensation be nearly complete, $D\ll N_A$. Since $n<D$, we may replace $n+N_A$ by $N_A$ in (1). Then $nN_A=n_1(D-n)$, and

$$n\simeq\frac{D}{1+N_A/n_1}. \tag{5}$$

Dividing $n$ by $r$ is now the same as dividing $D$ by $r$, with $N_A$, $E_D$ and $g$ all unchanged. This does not contradict (2), because (5) contains only the ratio $N_A/n_1$, and dividing both members by $r$ leaves it as it was. To this order the data cannot separate $N_A$ from the prefactor. A fixed $g$ settles the choice in favour of the true $N_A$.

For $N_A=1.0\times10^{17}$ and $D=1.0\times10^{14}$ cm$^{-3}$, with the same scan, $r$, $E_D$ and fixed $g$, the fit gives $N_A'=1.000\times10^{17}$ cm$^{-3}$, $D'=6.67\times10^{13}$ cm$^{-3}$ and 40.0 meV. "Both densities are divided by $r$" is thus not a general property of fixed-prefactor fits.

The freeze-out slope tells a similar story. If $n\ll N_A$ and $n\ll D$, equation (1) gives $n_H\simeq n_1D/(rN_A)$. A plot of $\ln(n_H/T^{3/2})$ against $1/T$ then has slope $-E_D/k$. A constant $r$ shifts the line by $-\ln r$ without tilting it. Your scan does not reach this regime: at 80 K, $n$ is already $0.45\,N_A$, so a straight line through its cold points would not give $E_D$.

### When one temperature does stand for the scan

There is a restricted fit in which your question "which $T$?" has an answer. Hold the densities at $N_D/r$ and $N_A/r$, keep $g$, and fit one constant energy $E_D+\delta$. To find the response of $\ln n$ to the energy, differentiate the logarithm of (1) at fixed densities and temperature:

$$\left[1+\frac{n}{n+N_A}+\frac{n}{D-n}\right]d\ln n=-\frac{dE}{kT}.$$

The sensitivity is therefore

$$s=\frac{\partial\ln n}{\partial E}=-\frac{1}{kT}\left[1+\frac{n}{n+N_A}+\frac{n}{D-n}\right]^{-1}.$$

The data correspond to a shift $kT_i\ln r$ at point $i$, and the fit offers $\delta$. To first order in $\ln r$ the residual is $s_i(\delta-kT_i\ln r)$. Setting the derivative of the sum of squares to zero gives

$$\sum_i s_i^2(\delta-kT_i\ln r)=0\quad\Rightarrow\quad \delta=kT^*\ln r,\qquad T^*=\frac{\sum_i s_i^2T_i}{\sum_i s_i^2}. \tag{6}$$

The weights are positive, so $T^*$ lies within the scan. Both $1/kT$ and the inverse bracket decrease as $T$ and $n$ rise, so the cold points weigh most. For your scan $T^*=103$ K, far below the middle temperature of 240 K. A direct fit with $r=1.001$ also gives 103 K. For $r=1.5$, (6) predicts 3.61 meV and the direct fit gives 3.56 meV. Using room temperature would have suggested 10.5 meV.

Once the densities are free as well, (6) no longer applies; your fit moved by 6.1 meV.

### How far this carries over to a real layer

Your parameters are rough values in the regime of silicon-doped $\beta$-Ga$_2$O$_3$, a wide-gap semiconductor with a nearly isotropic conduction band. The assumption most at risk is the constant $r$. For a relaxation time $\tau\propto\varepsilon^s$ (here $s$ is an exponent and $\varepsilon$ the kinetic energy), $r=\langle\tau^2\rangle/\langle\tau\rangle^2$ with weight $\varepsilon^{3/2}e^{-\varepsilon/kT}$. This gives 1.93 for ionized impurities ($s=3/2$) and 1.18 for acoustic phonons ($s=-1/2$). Polar optical phonons matter greatly in this material near room temperature and follow neither law. As a deliberately severe trial, let $r$ fall linearly from 1.93 at 80 K to 1.18 at 400 K. The free-$g$ fit then returns $N_D=1.13\times10^{17}$ cm$^{-3}$, $N_A=1.33\times10^{16}$ cm$^{-3}$, 31 meV and $g=14$. Both densities are now too high, although $r>1$ throughout. With $g$ fixed, a search started near the true parameters ends at 55 meV, and $N_A$ runs down to the lower limit allowed in the fit, $1.2\times10^{12}$ cm$^{-3}$. That number is a limit of the search, not a measured compensation. It is not the best fit either: a minimum at strong compensation, with 20.6 meV and $N_A=4.2\times10^{17}$ cm$^{-3}$, has a root-mean-square misfit of 0.041 against 0.065.

The other neglected effects can be compared through the largest change each makes in $\ln n_H$, taken alone with $r=1$. The constant $r=1.5$ gives 0.41 on this scale. The energies quoted in the list come from fixed-$g$ searches started near the true parameters; other starting points may lead to other minima.

- **Excited donor states:** 0.17, for four hydrogen-like orbitals bound by $E_D/4$. A fixed-$g$ fit then gives 42.6 meV; a second minimum at 23.3 meV has a slightly lower misfit, 0.019 against 0.022.
- **Density-of-states mass 10 per cent larger than assumed:** 0.10, and 37.3 meV.
- **Coulomb lowering of $E_D$ as more donors ionize:** 0.09, and 33 meV, from an unscreened estimate with relative permittivity 10 and the energy set to 40 meV near the cold end.
- **Hopping between donors:** 0.04, for an assumed hopping mobility of one thousandth of the band mobility.
- **Fermi–Dirac statistics:** 0.004.

The donor radius times $N_D^{1/3}$ is 0.09, against roughly 0.25 at the metallic transition, so isolated donors are a reasonable start. Several donor levels would also break the model; I have not sized that case.

The mass matters for another reason. If the analyst uses $N_c^{\rm used}$ in place of the true $N_c$, matching prefactors in (3) gives

$$\frac{N_c^{\rm used}}{g'}=\frac{N_c}{rg}\quad\Rightarrow\quad g'=rg\,\frac{N_c^{\rm used}}{N_c}.$$

A fitted $g'$ therefore measures $r$ only if the mass and the true $g$ are known, and if the other effects above are small.

### What it does to a device estimate

The conductivity is safe: the Hall mobility is $\mu_H=\sigma|R_H|=r\sigma/(en)$, so $en_H\mu_H=\sigma$ whatever $r$ is. A depletion estimate is not safe, because it needs the fixed charge itself. For a uniform channel of thickness $t$, depleted from one side with all dopants ionized, the field at the gate is $F=eDt/\epsilon$, where $\epsilon$ is the permittivity. The field falls linearly to zero, so the voltage across the channel is

$$V_p=\frac{Ft}{2}=\frac{eDt^2}{2\epsilon}.$$

With $t=200$ nm and relative permittivity 10, the true $D$ gives 3.26 V, and the net density from the free-$g$ Hall fit gives 2.17 V, lower by the factor $r$. These are total potential drops, including any built-in part. The field is 0.33 MV/cm, well below the several MV/cm roughly expected for breakdown in this material.

For your layer, then, I would free the prefactor and quote $N_A'$ with its large uncertainty. $D'$ may be read as $D/r$ only if $r$ is constant over the scan and the single-level model holds. An independent measurement of the depletion charge, which gives $D$ without the Hall factor, then also yields $r$ as $D/D'$. In a real layer this ratio is only a rough guide. For your parameters and a free-$g$ fit, letting $r$ fall linearly from 1.54 to 1.46 over the scan already gives $D/D'\approx1.4$, and the excited donor states listed above give 1.64 with $r=1.5$ throughout. The numerical output below lists most of the values behind these comparisons.

## Table of computed values

```
Inputs: ND 1.00e+17, NA 1.00e+16 cm^-3, ED 40.0 meV, g 2
Inputs: r 1.5, mass 0.28 m_e, permittivity 10
Scan: 80 to 400 K, 17 points
k ln r = 0.03494 meV/K; ln r = 0.4055
T 80 K: Nc 5.120e+17, n 4.544e+15, nH 3.029e+15 cm^-3
   apparent energy 42.80 meV, shift 2.80 meV
T 200 K: Nc 2.024e+18, n 5.455e+16, nH 3.637e+16 cm^-3
   apparent energy 46.99 meV, shift 6.99 meV
T 300 K: Nc 3.718e+18, n 7.421e+16, nH 4.947e+16 cm^-3
   apparent energy 50.48 meV, shift 10.48 meV
T 400 K: Nc 5.724e+18, n 8.165e+16, nH 5.444e+16 cm^-3
   apparent energy 53.98 meV, shift 13.98 meV
Expected ND/r 6.6667e+16, NA/r 6.6667e+15 cm^-3
Fit free g: ND 6.6667e+16, NA 6.6667e+15 cm^-3
   energy 40.000 meV, g 3.0000, net 6.0000e+16 cm^-3
   misfit of ln nH: rms 6.6e-15, max 2.2e-14
Fit fixed g: ND 6.0433e+16, NA 2.6886e+15 cm^-3
   energy 46.086 meV, g 2.0000, net 5.7745e+16 cm^-3
   misfit of ln nH: rms 9.5e-03, max 1.6e-02
1 % noise, free g: error of ln(net) 0.013, ln NA 0.297
   error of energy 2.06 meV, of ln g 0.115
Near-full compensation: true NA 1.00e+17, net 1.00e+14 cm^-3
   fixed-g fit: NA 1.0002e+17, net 6.6665e+13 cm^-3, energy 39.999 meV
Energy-only fit: T* 103.3 K (formula), 103.3 K (fit, r = 1.001)
   r = 1.5: shift 3.56 meV, first-order 3.61 meV
Hall factor limits: ionized impurity 1.933, acoustic 1.178
Effects alone, fixed-g fit (max |change of ln nH|; ND, NA cm^-3; meV)
  constant r = 1.5 (reference): 0.4055; 6.043e+16, 2.689e+15; 46.09
  r drifting with T: 0.6590; 6.714e+16, 1.234e+12; 55.32
  Fermi-Dirac statistics: 0.0040; 9.949e+16, 9.543e+15; 40.23
  excited donor states: 0.1738; 7.989e+16, 4.042e+15; 42.64
  Coulomb lowering, unscreened: 0.0898; 1.278e+17, 3.481e+16; 33.16
  mass 10 % larger: 0.1036; 1.060e+17, 1.470e+16; 37.26
  hopping, mobility ratio 0.001: 0.0372; 9.866e+16, 8.662e+15; 40.31
Drifting r, free g: ND 1.130e+17, NA 1.329e+16 cm^-3, 31.20 meV, g 14.340
Donor radius 1.89 nm; radius * ND^(1/3) = 0.088 (metallic near 0.25)
Channel 200 nm: pinch-off 3.26 V true, 2.17 V from Hall fit
   field at pinch-off 0.326 MV/cm
```
